# Orthonormal Hartree Theory without Self-Repulsion: Localized Orbitals and the Hartree-Fock Bound

**Q:** Hartree's mean-field energy contains the repulsion of the total density with itself. That depends on the density alone, so I do not see how it could prefer one set of orbitals to another. What exactly do you minimize?

**A:** I minimize the energy of a plain product state, in which each electron has its own spin-orbital. Take $N$ electrons in real spin-orbitals $\varphi_i$ with fixed spins, and write, in atomic units,

$$(ab|cd)=\iint\frac{\varphi_a(\mathbf r)\varphi_b(\mathbf r)\,\varphi_c(\mathbf r')\varphi_d(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r',\qquad J_{ij}=(ii|jj),\quad K_{ij}=(ij|ij).$$

With $h$ the kinetic energy plus the nuclear attraction, the product state has the energy

$$E_H=\sum_i h_{ii}+\tfrac12\sum_{i\neq j}J_{ij}.$$

An electron does not repel itself, so $i=j$ is absent. The density expression $\tfrac12(\rho|\rho)$, with $\rho=\sum_i\varphi_i^2$, equals $\tfrac12\sum_{ij}J_{ij}$ with $i=j$ included. Hence

$$E_H=\sum_i h_{ii}+\tfrac12(\rho|\rho)-\tfrac12 D,\qquad D=\sum_i J_{ii}.$$

The orbital dependence you miss is in $D$. I also require orbitals of the same spin to be orthonormal. Orbitals of opposite spin are orthogonal through their spins, and their spatial parts are free.

**Q:** A Slater determinant does not change when its occupied orbitals are mixed. What happens to $E_H$?

**A:** Mix the orbitals of one spin by an orthogonal matrix, $\varphi_i'=\sum_j\varphi_jU_{ji}$. The one-spin density matrix is unchanged:

$$\sum_i\varphi_i'(\mathbf r)\varphi_i'(\mathbf r')=\sum_{jk}\Big(\sum_iU_{ji}U_{ki}\Big)\varphi_j(\mathbf r)\varphi_k(\mathbf r')=\sum_j\varphi_j(\mathbf r)\varphi_j(\mathbf r'),$$

because the bracket is $\delta_{jk}$. Both $\sum_ih_{ii}$ and $\rho$ follow from the density matrices, so they are unchanged too. What remains is

$$\Delta E_H=-\tfrac12\,\Delta D .$$

Now minimize in two stages: first over the orthonormal orbitals within given occupied spaces, then over the spaces. The first stage maximizes the sum of self-repulsions $D$, which is the definition of the Edmiston-Ruedenberg (ER) localized orbitals. A minimizer of $E_H$ must therefore consist, for each spin, of the ER orbitals of its own occupied space. In a finite basis a minimizer exists, since $E_H$ is continuous and the sets of orthonormal orbitals form a closed and bounded set.

**Q:** "Maximize $D$" is a prescription, not an equation. How do I recognize a maximum?

**A:** Rotate two orbitals of the same spin:

$$\varphi_i'=\cos\theta\,\varphi_i+\sin\theta\,\varphi_j,\qquad \varphi_j'=-\sin\theta\,\varphi_i+\cos\theta\,\varphi_j .$$

Define $s=\varphi_i^2+\varphi_j^2$, $p=\varphi_i^2-\varphi_j^2$ and $q=2\varphi_i\varphi_j$. Squaring the orbitals and using double angles gives

$$\varphi_i'^2=\tfrac12(s+w),\qquad \varphi_j'^2=\tfrac12(s-w),\qquad w=p\cos2\theta+q\sin2\theta .$$

In the sum of the two self-repulsions the cross terms $(s|w)$ cancel:

$$J_{ii}'+J_{jj}'=\tfrac14\big[(s+w|s+w)+(s-w|s-w)\big]=\tfrac12\big[(s|s)+(w|w)\big].$$

Next expand $(w|w)$, with $\cos^22\theta=1-\sin^22\theta$ and $2\sin2\theta\cos2\theta=\sin4\theta$:

$$(w|w)=(p|p)+\sin^22\theta\,\big[(q|q)-(p|p)\big]+\sin4\theta\,(p|q).$$

Since $\sin^22\theta=\tfrac12(1-\cos4\theta)$, the change of $D$ is

$$D(\theta)-D(0)=A(1-\cos4\theta)+B\sin4\theta,$$

where $A=\tfrac14[(q|q)-(p|p)]$ and $B=\tfrac12(p|q)$. Inserting $p$ and $q$,

$$A=K_{ij}-\tfrac14(J_{ii}+J_{jj}-2J_{ij}),\qquad B=(ii|ij)-(jj|ij).$$

The first two derivatives at $\theta=0$ are $4B$ and $16A$. A maximum therefore needs $B=0$ and $A\le0$ for every same-spin pair. These conditions exclude any gain from a single pair rotation. They do not prove that $D$ has its largest possible value, because several pairs can be rotated together.

**Q:** That is a localization condition. The Pederson condition is supposed to come from the orbital equations. Where does it enter?

**A:** It comes from the Lagrange multipliers. Let $v_i(\mathbf r)=\int\varphi_i(\mathbf r')^2/|\mathbf r-\mathbf r'|\,d\mathbf r'$ be the potential of orbital $i$. Change $\varphi_i$ by $\delta\varphi_i$. The one-electron term changes by $2\langle\delta\varphi_i|h|\varphi_i\rangle$. Each $J_{ik}$ occurs twice in the double sum, which cancels the factor $\tfrac12$, and it changes by $2\langle\delta\varphi_i|v_k|\varphi_i\rangle$. Together,

$$\delta E_H=2\langle\delta\varphi_i|h_i|\varphi_i\rangle,\qquad h_i=h+\sum_{k\neq i}v_k ,$$

where $k$ runs over both spins. Each orbital has its own Hamiltonian.

The constraints are $\langle\varphi_i|\varphi_j\rangle=\delta_{ij}$ for equal spins. The pairs $ij$ and $ji$ express the same constraint, so the multipliers can be taken symmetric, $\lambda_{ji}=\lambda_{ij}$. Making $E_H-\sum_{ij}\lambda_{ji}(\langle\varphi_i|\varphi_j\rangle-\delta_{ij})$ stationary gives

$$h_i\varphi_i=\sum_j\lambda_{ji}\varphi_j\quad(j\text{ of the same spin as }i),\qquad \lambda_{ji}=\langle\varphi_j|h_i|\varphi_i\rangle .$$

The second relation is the projection of the first on $\varphi_j$. For real orbitals $\lambda_{ij}=\langle\varphi_i|h_j|\varphi_j\rangle=\langle\varphi_j|h_j|\varphi_i\rangle$, so symmetry demands $\langle\varphi_j|h_i-h_j|\varphi_i\rangle=0$. Writing $h_i=h+\sum_kv_k-v_i$, with the sum now over all $k$, we have $h_i-h_j=v_j-v_i$, and therefore

$$\langle\varphi_j|v_j-v_i|\varphi_i\rangle=0 .$$

This is the Pederson condition. Its left side is $(ij|jj)-(ij|ii)=-B$, so it is the stationarity condition of ER localization.

**Q:** Then any orbitals that satisfy it should do.

**A:** No, and two same-spin electrons on distant, equivalent sites show why. Let $a$ and $b$ be orthonormal orbitals, one on each site, that are mirror images of each other. Compare them with $g=(a+b)/\sqrt2$ and $u=(a-b)/\sqrt2$. Here $g^2-u^2=2ab$ and $gu=\tfrac12(a^2-b^2)$, so

$$B_{gu}=(g^2-u^2|gu)=(ab|a^2-b^2)=0,$$

because reflection leaves $ab$ unchanged and reverses the sign of $a^2-b^2$. The delocalized pair satisfies the Pederson condition. Its second coefficient, however, is

$$A_{gu}=K_{gu}-\tfrac14(g^2-u^2|g^2-u^2)=\tfrac14(J_{aa}+J_{bb}-2J_{ab})-K_{ab}=-A_{ab}.$$

At large separation $R$, $K_{ab}\to0$ and $J_{ab}\to1/R$. With $J_{aa}=J_{bb}=J$ this gives $A_{gu}\to\tfrac12(J-1/R)>0$. The delocalized pair is a minimum of $D$, so it is the worst choice in this space. Rotating by $\theta=\pi/4$ to the localized pair raises $D$ by $2A_{gu}$ and lowers $E_H$ by $A_{gu}$.

**Q:** Suppose I take the true ER maximum, but in the Hartree-Fock (HF) space. Is that the minimizer?

**A:** In general it is not, because the occupied space must be stationary as well. The orbital equation says that $h_i\varphi_i$ has no component outside the occupied space of its spin. HF satisfies a different equation. Its Fock operator acts as

$$F\varphi_i=h\varphi_i+\sum_kv_k\varphi_i-\sum_k{}^{\!\prime}\,\varphi_k\int\frac{\varphi_k(\mathbf r')\varphi_i(\mathbf r')}{|\mathbf r-\mathbf r'|}d\mathbf r',$$

where the prime means same spin as $i$. The term $k=i$ of the last sum is $v_i\varphi_i$, and it removes the self-repulsion from the middle sum. So $F\varphi_i$ is $h_i\varphi_i$ minus the exchange terms with $k\neq i$. For an unoccupied HF orbital $\varphi_a$ of that spin, $\langle\varphi_a|F|\varphi_i\rangle=0$, and thus

$$\langle\varphi_a|h_i|\varphi_i\rangle=\sum_{k\neq i}{}^{\!\prime}\,(ak|ki).$$

Nothing makes the right side vanish in general.

**Q:** How large is this effect in a real molecule?

**A:** Take water with O–H distances of 0.96 Å and an angle of 104.5°, in the 6-31G basis of 13 functions. There are five orbitals per spin, and I let the two spins vary independently. $E_H$ was minimized by a quasi-Newton (BFGS) method that keeps the orbitals orthonormal through exponentials of antisymmetric matrices. Total energies, with the nuclear repulsion included, are in hartree:

| Orbitals | $E_H$ |
|---|---|
| canonical HF | −74.6794 |
| ER orbitals of the HF space | −75.3007 |
| minimizer of $E_H$ | −75.3335 |

Localization within the HF space lowers the energy by $75.3007-74.6794=0.6213$ hartree. Changing the space, with the orbitals following, yields a further $75.3335-75.3007=0.0328$ hartree.

The largest $|B|$ is 0.415 hartree for the canonical orbitals, and zero to numerical accuracy for the other two sets. The ER orbitals of the HF space still have a matrix element $\langle\varphi_a|h_i|\varphi_i\rangle$ of magnitude 0.060 hartree, so they are not stationary. The space itself moves little: of the five electrons of each spin, 0.012 lie outside the HF space at the minimum. Each minimizing orbital overlaps with its closest ER orbital of the HF space by at least 0.997. These figures are not converged with respect to the basis. In the cc-pVTZ basis of 58 functions, localization lowers the energy by 0.637 hartree, the change of space yields 0.069 hartree, 0.024 electrons per spin lie outside the HF space, and the smallest overlap is 0.996.

Four different starts led to the same energy. This supports, but does not prove, that the minimum is global.

**Q:** A product state is free of antisymmetry. With fewer restrictions I would expect an energy below HF.

**A:** The argument does not carry over directly, because a determinant is not a product state, so the products do not contain the HF trial states. For water, free orbitals would nevertheless give an energy below HF. Without orthogonality, all ten electrons may enter one spatial orbital. Even the unoptimized choice of the HF core orbital, with energy $10h_{11}+45J_{11}$ plus the nuclear repulsion, gives −107.77 hartree. The HF energy is −75.9839 hartree. Orthonormality forbids this collapse.

With orthonormal orbitals, the product can be compared with the determinant built from the same orbitals:

$$E_{HF}[\varphi]=\sum_ih_{ii}+\tfrac12\sum_{i\ne j}J_{ij}-\sum_{i<j}{}^{\!\prime}K_{ij}\quad\Longrightarrow\quad E_H[\varphi]=E_{HF}[\varphi]+\sum_{i<j}{}^{\!\prime}K_{ij},$$

with the primed sum over same-spin pairs. The determinant gains exchange energy that the product lacks.

**Q:** Only if $K_{ij}$ is positive. The product $\varphi_i\varphi_j$ changes sign, so why should its self-repulsion have a definite sign?

**A:** In Fourier space the Coulomb interaction is positive for every wave vector. Let $f=\varphi_i\varphi_j$ and $\tilde f(\mathbf k)=\int f(\mathbf r)e^{-i\mathbf k\cdot\mathbf r}d\mathbf r$. Inserting

$$\frac1{|\mathbf r-\mathbf r'|}=\int\frac{d\mathbf k}{(2\pi)^3}\,\frac{4\pi}{k^2}\,e^{i\mathbf k\cdot(\mathbf r-\mathbf r')}$$

into $K_{ij}=(f|f)$, the two spatial integrals give $\tilde f(\mathbf k)^*$ and $\tilde f(\mathbf k)$ for real $f$, so that

$$K_{ij}=\frac1{2\pi^2}\int\frac{|\tilde f(\mathbf k)|^2}{k^2}\,d\mathbf k\;\ge0 .$$

It vanishes only if $\tilde f$, and hence $\varphi_i\varphi_j$, is zero almost everywhere. Orthogonality makes the integral of $\varphi_i\varphi_j$ zero, which is a much weaker property.

**Q:** You compare the two energies for the same orbitals. The two theories have different optimal orbitals.

**A:** The variational principle closes that gap. Let $\varphi^*$ minimize $E_H$, and let $E_{HF}^{\min}$ be the lowest determinant energy in the same basis and the same class of orbitals. Then

$$E_H^{\min}=E_{HF}[\varphi^*]+\sum_{i<j}{}^{\!\prime}K_{ij}[\varphi^*]\;\ge\;E_{HF}^{\min}+\sum_{i<j}{}^{\!\prime}K_{ij}[\varphi^*]\;\ge\;E_{HF}^{\min}.$$

For a bound from the other side, use the ER orbitals $\varphi^{ER}$ of the HF space as a trial set for $E_H$. Their determinant still has the energy $E_{HF}^{\min}$, so

$$\sum_{i<j}{}^{\!\prime}K_{ij}[\varphi^*]\;\le\;E_H^{\min}-E_{HF}^{\min}\;\le\;\sum_{i<j}{}^{\!\prime}K_{ij}[\varphi^{ER}].$$

For water the gap is $75.98394-75.33348=0.65046$ hartree, or 17.70 eV. The lower bound is 0.6181 and the upper bound 0.6833 hartree. The gap has two parts. The exchange energy missing in the minimizer's own orbitals is 0.6181 hartree, and the determinant of these orbitals lies 0.0323 hartree above the HF minimum. About 95% of the gap is thus missing exchange in this basis. In cc-pVTZ the gap is 0.623 hartree (16.95 eV), of which 0.560 hartree, or 90%, is missing exchange.

The HF reference here is a closed-shell calculation, while $E_H$ was minimized with independent spins. The comparison is still sound, because the up-spin and down-spin spaces of the minimizer coincide within rounding. Its determinant therefore belongs to the closed-shell class.

**Q:** Why does localization help a theory that has no exchange?

**A:** It makes the missing exchange small. For one spin, the sum of $K_{ij}$ over all ordered pairs, including $i=j$, is

$$\sum_{ij}K_{ij}=\iint\frac{\gamma(\mathbf r,\mathbf r')^2}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r',\qquad \gamma(\mathbf r,\mathbf r')=\sum_i\varphi_i(\mathbf r)\varphi_i(\mathbf r').$$

It depends on the density matrix alone, so mixing the orbitals leaves it unchanged. Because $K_{ii}=J_{ii}$, it equals the contribution of this spin to $D$ plus twice the sum of $K_{ij}$ over $i<j$. The largest $D$ therefore goes with the smallest exchange between different orbitals. In the HF space of water that exchange, summed over both spins, falls from 1.3045 hartree for canonical orbitals to 0.6833 for ER orbitals. The difference of 0.6212 agrees, within rounding, with the energy lowering found above.

**Q:** Is "above Hartree-Fock" then a strict statement?

**A:** It is strict whenever some same-spin pair of the minimizer has a product $\varphi_i\varphi_j$ that is not zero almost everywhere. In water the smallest same-spin $K_{ij}$ is 0.013 hartree, so every pair contributes.

Equality holds if there is at most one electron of each spin, since the two functionals are then identical. The HF minimum must be taken over the same class, with free spatial parts for the two spins: for H$_2$ stretched to 3.0 Å in 6-31G, $E_H^{\min}=-0.9967$ hartree equals the unrestricted HF energy and lies below the closed-shell value of −0.8156 hartree. For helium in the 6-31G basis both minima are −2.85516 hartree. The two distant sites give a limiting case: if the HF space is spanned by $a$ and $b$, the upper bound is at most $K_{ab}$, and the gap closes as the sites separate, because the product $ab$, and with it $K_{ab}$, tends to zero.

**Q:** Do the minimizing orbitals of water look like a chemist's bonds and lone pairs?

**A:** They do. Put oxygen at the origin, the molecule in the $xz$ plane and the hydrogens at positive $z$. Each spin has these orbitals:

| Orbital | $J_{ii}$ (hartree) | Centroid $(x,y,z)$ (Å) |
|---|---|---|
| core | 4.858 | (0, 0, 0.00) |
| two lone pairs | 0.892 | (0, ±0.28, −0.16) |
| two bonds | 0.798 | (±0.45, 0, 0.37) |

The names follow from the centroids. A bond centroid lies $\sqrt{0.4548^2+0.3670^2}=0.58$ Å from oxygen, about 61% of the way to hydrogen. The directions to the two bond centroids enclose $2\arctan(0.4548/0.3670)\approx102^\circ$, close to the bond angle. The other two orbitals lie above and below the molecular plane, on the side away from the hydrogens. Their larger self-repulsion shows that they are more compact than the bonds, in the sense that $J_{ii}$ measures. The picture is the same in cc-pVTZ, with shifted numbers: $J_{ii}$ is 0.897 hartree for the lone pairs and 0.838 for the bonds, the lone-pair centroids lie at $y=\pm0.30$ Å, and the bond centroids lie 0.59 Å from oxygen and enclose 101°.

The self-repulsions add up to $4.858+2(0.892)+2(0.798)=8.24$ hartree per spin, the value of $D$ that localization maximizes in this space. For every same-spin pair $A<-0.062$ hartree, so no single pair rotation can increase it.

**Q:** What may I conclude about the real molecule from these energies?

**A:** One inequality carries over. A determinant is an allowed antisymmetric trial state, so $E_{HF}^{\min}$ is not below the ground-state energy of the same nonrelativistic, fixed-nuclei Hamiltonian in the same basis. Neither, then, is $E_H^{\min}$. The gap of 0.65 hartree is a difference between two mean-field models in a small basis. It is not a correlation energy, which both models leave out, and it is not a measurable quantity.
